Time step and cost of fourth-order Taylor propagation in PAW

**The decision: how long a step, and which propagator**

A real-time PAW calculation of an absorption spectrum or a driven current needs a time step and a propagator. The fourth-order Taylor scheme is explicit: each step costs four applications of the Hamiltonian and of the inverse overlap. It has a sharp stability limit, and below that limit it loses norm: very little for components whose energy times the step is small, and most for those where this product is near √6, somewhat below the limiting value 2√2. An implicit scheme such as Crank-Nicolson has no such limit, but must solve a linear system at every step. The choice depends on the largest energy in the basis, the energies that carry the physics, and the accuracy demanded of the linear solver.

Hartree atomic units are used, with ħ = 1. The nuclei are fixed. The pseudo-orbitals ψ obey

i S dψ/dt = H̃ψ, S = 1 + P q P†.

The columns of P are the projectors, q is the Hermitian matrix of augmentation charges, and H̃ is the Hermitian PAW Hamiltonian. S must be positive definite. With A = S⁻¹H̃, the equation becomes i dψ/dt = Aψ. For a static H̃ the Taylor step is

ψ(t+dt) = Rψ(t), R = Σₖ₌₀⁴ (−i dt A)ᵏ/k!.

**What the inverse overlap must contain**

The inverse of S needs only a small matrix. Let B = P†P and K = (1 + Bq)⁻¹. Then

S⁻¹ = 1 − P q K P†.

To check this, multiply by S from the left:

S(1 − P q K P†) = 1 + P q P† − P q K P† − P q B q K P†
= 1 + P q P† − P q (1 + Bq) K P† = 1.

The last step uses (1 + Bq)K = 1. B includes the overlaps between projectors on different atoms. Dropping them changes S⁻¹, and the results below then no longer apply to the original S.

A is generally not a Hermitian matrix, but it is self-adjoint in the inner product ⟨u|S|v⟩:

⟨u|S|Av⟩ = ⟨u|H̃|v⟩ = ⟨Au|S|v⟩.

The generalized problem H̃cₙ = λₙScₙ therefore has real λₙ and a complete set of vectors with ⟨cₘ|S|cₙ⟩ = δₘₙ. The norm that the exact dynamics conserves is ‖ψ‖² = ⟨ψ|S|ψ⟩, and this is the norm to monitor.

**The stability limit**

Expand ψ = Σₙ aₙcₙ. Each coefficient is multiplied by R(x), with x = λₙdt:

R(x) = 1 − ix − x²/2 + ix³/6 + x⁴/24.

The squares of its real and imaginary parts are

(1 − x²/2 + x⁴/24)² = 1 − x² + x⁴/3 − x⁶/24 + x⁸/576,
(x − x³/6)² = x² − x⁴/3 + x⁶/36.

In the first line, x⁴/4 and 2x⁴/24 combine to x⁴/3. In the sum, the second and fourth powers cancel, and −1/24 + 1/36 = −1/72. Hence

|R|² = 1 − x⁶/72 + x⁸/576 = 1 + (x⁶/576)(x² − 8).

A component does not grow if x² ≤ 8, and it grows if x² > 8. With the spectral radius ρ = max|λₙ|, no state gains norm in a step if and only if

dt ≤ 2√2/ρ.

The condition is necessary because, beyond it, the eigenvector belonging to ρ grows.

The relevant radius is that of S⁻¹H̃, not of H̃. Each eigenvalue is a quotient, λ = ⟨c|H̃|c⟩/⟨c|S|c⟩, with c the eigenvector. If s_min is the smallest eigenvalue of S, then

ρ ≤ ‖H̃‖/s_min.

This bound gives a safe step, but it can be needlessly short. A quotient ⟨v|H̃|v⟩/⟨v|S|v⟩ for a trial vector v is a weighted average of the λₙ, so its magnitude cannot exceed ρ. An estimate of ρ from such quotients therefore approaches from below and calls for a safety margin in dt.

**Norm loss inside the stable range**

Stable does not mean norm-conserving. The derivative of |R|² is −x⁵/12 + x⁷/72, which vanishes at x² = 6. There |R|² = 1 − 3 + 9/4 = 1/4, so a component at x = √6 loses half its amplitude in one step. At x = 2√2 the magnitude is again one, though the phase is badly wrong.

For a general state, multiply each |aₙ|² by |R|² − 1 and sum. Self-adjointness gives Σₙ|aₙ|²λₙ⁶ = ⟨ψ|S A⁶|ψ⟩ = ‖A³ψ‖², and likewise for the eighth power. The change per step is

Δ‖ψ‖² = −(dt⁶/72)‖A³ψ‖² + (dt⁸/576)‖A⁴ψ‖².

The vectors A³ψ and A⁴ψ are already formed during the step, apart from known factors, so the drift can be predicted at the cost of two scalar products with S. For two orbitals i and j the same algebra gives

Δ⟨ψᵢ|S|ψⱼ⟩ = −(dt⁶/72)⟨A³ψᵢ|S|A³ψⱼ⟩ + (dt⁸/576)⟨A⁴ψᵢ|S|A⁴ψⱼ⟩.

Orthogonality can therefore drift as well. Rescaling each orbital restores its norm, but not its orthogonality to the others, its phase, or the relative weights of its components.

For an occupied level of energy ω with |ω|dt small, the fractional loss of squared norm over a time T is approximately ω⁶dt⁵T/72. A tolerated loss η_N then requires

dt ≤ [72η_N/(ω⁶T)]^(1/5).

This is a second limit beside the stability limit, and the shorter step decides. For such a level, halving dt reduces the loss over a fixed time by a factor of about 32.

**Phase error and the energy zero**

The Taylor polynomial omits the terms of e^(−ix) from fifth order on. Since (−i)⁵ = −i, the first omitted term is −ix⁵/120, and

R(x)e^(ix) = 1 + ix⁵/120 + O(x⁶).

The numerical phase is −x + x⁵/120 to leading order. A level of energy λ thus appears shifted by −λ⁵dt⁴/120. A transition frequency depends on the difference of two such shifts.

Replacing H̃ by H̃ − cS replaces every λₙ by λₙ − c. In the exact dynamics this is a common phase. In the Taylor scheme it changes the stability limit, the norm loss and the phase errors. The longest stable step follows from putting c at the centre of the spectrum, where the radius is half the width:

dt_max = 4√2/(λ_max − λ_min).

This is a poor setting for ground-state dynamics, because the lowest level then sits at the edge of the shifted spectrum. At half the new limit its |x| is √2, and its squared norm falls by 8/72 − 16/576 = 1/12 per step. It is better to place the zero near the levels that carry the dynamics and to accept the shorter limit.

**Time-dependent Hamiltonians**

With a laser field or a changing density, the form of the scheme considered here freezes H̃ at the midpoint of each step. If each frozen H̃ is Hermitian, S is fixed, and dt times the radius of that step is at most 2√2, every step is a contraction in the same S-norm. For a prescribed field, the product of these steps is again a contraction, so the propagation remains stable. With a changing density, H̃ depends on the state itself. The norm still cannot grow, but this does not prevent two nearby solutions from moving apart.

The order of accuracy does change. Replacing the integral of A(t) over a step by its midpoint value leaves an error of order dt³, and so in general does the neglected commutator of A at different times. Summed over T/dt steps, the global error is of second order. For a two-state problem, halving the step reduced the error by 15.99 for a static Hamiltonian and by 4.00 for a prescribed drive. In a self-consistent calculation the midpoint Hamiltonian must also be predicted accurately enough to keep this second order.

If the nuclei move, S changes with time, the equation of motion acquires further terms, and the norms before and after a step differ. The same happens with fixed nuclei when the field enters through a vector potential, the usual choice for a driven current in a crystal: the projectors then carry a field-dependent phase, so S changes with time. In the model below, with a field of amplitude 0.05 a.u. and frequency 0.5 a.u., omitting the further terms let the squared S-norm rise by up to 8% within 25 a.u., at a step of 0.05 a.u., far below the limit. The stability proof covers neither case.

**What the implicit scheme costs**

Crank-Nicolson with step h solves

(1 + ihA/2)ψ' = (1 − ihA/2)ψ.

Each component is multiplied by (1 − ix/2)/(1 + ix/2), now with x = λh. Numerator and denominator are complex conjugates, so the magnitude is one for every h. The phase is −2 arctan(x/2) = −x + x³/12 − …. The phase-error rates of the two schemes at energy ω are therefore |ω|⁵dt⁴/120 and |ω|³h²/12. Setting them equal gives h² = ω²dt⁴/10, or

h = |ω|dt²/√10.

When |ω|dt is well below √10, Crank-Nicolson needs a much shorter step than Taylor for the same phase accuracy. In that range, its freedom from a stability limit helps only if a larger phase error is acceptable.

The linear system is taken to be solved by a Krylov method that minimizes the residual in the S-norm. Each iteration applies H̃ and S⁻¹ once, as does each Taylor term. After m iterations the residual is p(A) times the initial residual, where p is a polynomial of degree at most m. It satisfies p(2i/h) = 1, because 1 + ihλ/2 vanishes at λ = 2i/h.

Suppose the spectrum fills the interval from c − r to c + r. Put λ = c + rt, t₀ = (2i/h − c)/r and t = (w + 1/w)/2. Let w₀ be the solution for t₀ with |w₀| > 1, and let η = ln|w₀|.

If |p| ≤ M on the interval, then p/wᵐ is analytic outside the unit circle, including infinity, and is bounded by M on the circle. The maximum principle gives 1 = |p(t₀)| ≤ M e^(mη). Reducing all components by a factor ε therefore requires

m ≥ ln(1/ε)/η.

Conversely, take p = Tₘ(t)/Tₘ(t₀) with the Chebyshev polynomial Tₘ. On the interval |Tₘ| ≤ 1, and |Tₘ(t₀)| = |w₀ᵐ + w₀⁻ᵐ|/2 ≥ sinh(mη). It is therefore sufficient that

m ≥ arsinh(1/ε)/η.

A particular state can need fewer iterations, because some components may carry little weight. The Taylor cost to compare with is four applications per step at the stability limit for the chosen energy zero, that is 4ρ/(2√2) = √2ρ applications per unit time.

*Spectrum filling −ρ to ρ.* Here t₀ = 2i/(hρ), so η = arsinh(2/(hρ)) ≤ 2/(hρ). The cost of covering all components is m/h ≥ (ρ/2)ln(1/ε) per unit time. This lower bound does not contain h. It exceeds √2ρ whenever ln(1/ε) > 2√2, which means ε below about 0.06. In this worst-case sense, at useful tolerances and with S⁻¹ as the only preconditioner, no implicit step, however long, is cheaper than Taylor at its longest stable step.

*Spectrum filling 0 to ρ.* Now t₀ = −1 + iδ with δ = 4/(hρ). For small δ, √(t₀² − 1) ≈ √(−2iδ) = √δ(1 − i). The root outside the unit circle is w₀ ≈ −1 − √δ(1 − i), so η ≈ √δ = 2/√(hρ). This gives

m ≈ (√(hρ)/2) ln(1/ε), m/h ≈ (1/2)√(ρ/h) ln(1/ε).

The cost per unit time now falls as h grows. It equals √2ρ at

hρ ≈ [ln(1/ε)]²/8.

For ε = 10⁻⁸ this is 42.4, or about 15 Taylor steps at their limit. This value holds with the energy zero at the lower edge of the spectrum. Centring the spectrum for the Taylor scheme would halve its cost and raise the break-even hρ fourfold, to about 170, but near that longer limit the lowest levels are propagated badly, as shown above. Krylov counts for densely filled spectra agree with both cases. At hρ = 42.4 the one-sided spectrum needed 60 iterations, and 60/42.415 = 1.41 is close to √2. The symmetric spectrum at hρ = 10 needed 92, or 9.2ρ per unit time. This is slightly below the worst-case bound of 92.7, because the solver reduces the weighted root mean square of p over the spectrum, which cannot exceed its maximum.

For a spectrum whose lower edge λ_min is negative, c = λ_min + r gives t₀ = −1 + (|λ_min| + 2i/h)/r. A filled spectrum of this kind therefore resembles the one-sided case as long as h|λ_min| is well below 2. If the negative part consists of only a few isolated levels, the condition is less strict, because the polynomial p can place a zero at each of them, at the price of some extra iterations. These estimates, including the break-even values, use S⁻¹ as the only preconditioner. One that also tames the kinetic energy changes them for long steps. In the model below, preconditioning with the inverse of 1 + (ih/2) × (kinetic energy) needs 9, 11 and 12 iterations at h = 0.2, 1 and 3, against 11, 28 and 51 with S⁻¹. At h = 0.02 it needs 7 against 4. Each such iteration also requires one application of that inverse.

**A worked case**

The numbers below belong to a one-dimensional model with PAW structure, not to a real molecule. It has 300 grid points spaced by 0.4 bohr, with a second-difference kinetic energy. Two Gaussian wells of depth 1.5 hartree and width 1.0 bohr are centred at ±1.2 bohr. Each centre has an even Gaussian projector of width 0.25 bohr (q = −0.7, D = 0.5 hartree) and an odd one of width 0.8 bohr (q = 0.4, D = −0.3 hartree), where D is the nonlocal strength in H̃. The even projector is deliberately sharp, so that S matters at high energy.

The radius of S⁻¹H̃ is 13.446 hartree, so the limit is

dt = 2.8284/13.446 = 0.2104 a.u. = 5.09 as.

A bisection on the norm of the actual step operator found the same threshold. The radius of H̃ alone, 12.499 hartree, would suggest 0.2263 a.u. At that step x² = (13.446 × 0.2263)² = 9.26, and the formula gives |R|² = 2.73. The fastest component grows by 1.65 per step, so a 7.6% error in dt is enough to ruin the run. The bound ‖H̃‖/s_min is 41.6 hartree, about three times the true radius.

At 0.9 of the limit, dt = 0.1893 a.u. The lowest level, at −1.565 hartree, has |x| = 0.2963. Its loss of squared norm per step is

0.2963⁶/72 − 0.2963⁸/576 = 9.40×10⁻⁶ − 0.10×10⁻⁶ = 9.30×10⁻⁶.

After 1000 steps the loss is 0.93%, both predicted and measured. If only 0.1% may be lost over 1000 a.u., the drift formula gives dt ≤ [0.072/(14.70 × 1000)]^(1/5) = 0.087 a.u. With this energy zero, accuracy rather than stability sets the step. Moving the zero to the lowest level would remove the loss of that level and shorten the limit only to half of 0.377 a.u., that is 0.188 a.u.

Centring the spectrum raises the limit to 0.377 a.u. At half the respective limits, however, the ground-state loss per step rises from 2.8×10⁻⁷ to 0.083. In a driven run at 0.99 of the limit, a random initial state never gained norm, but after 300 steps its squared norm was 0.37. Stability alone is no evidence of accuracy.

For the phase rate that Taylor reaches at 0.1893 a.u., Crank-Nicolson needs h = 1.565 × 0.1893²/3.162 = 0.0177 a.u. The comparison below propagates a kicked ground state for 20 a.u. Errors are S-norm distances from the exact state of norm one, and therefore include a common phase.

- Taylor, dt = 0.189: error 0.0025, 424 applications.
- Taylor, dt = 0.094: error 0.0010, 848 applications.
- Crank-Nicolson, h = 0.02: error 0.0029, 5000 applications.
- Crank-Nicolson, h = 0.2: error 0.25, 1200 applications.
- Crank-Nicolson, h = 1: error 1.4, 580 applications.

The implicit counts assume a start from the old state, a residual of 10⁻⁸ relative to its norm, and one extra application per step for the initial residual. The errors come from direct solutions, so they contain no solver error. At similar error in this measure Taylor needs about 12 times fewer applications, and even at h = 1, where hρ = 13.4, the implicit run with S⁻¹ as its only preconditioner costs more; with the kinetic preconditioner it needs 240 applications. The Crank-Nicolson errors, however, come mainly from the phase error of the ground level: |ω|³h²T/12 is 0.0026 at h = 0.02, and at h = 1 the phase error 20 × (1.565 − 2 arctan 0.7826) = 4.74 rad gives a distance 2|sin 2.37| = 1.39. That phase vanishes if the energy zero is placed at the ground level. With that zero, Taylor at 0.9 of its limit gives an error of 0.0016 with 472 applications, while Crank-Nicolson gives 0.0018 with 5000 at h = 0.02, 0.0027 with 1600 at h = 0.1, and 0.033 with 440 at h = 1. The factor 12 therefore belongs to the original energy zero, to the preconditioner and to the tolerance of 10⁻⁸; it is not a general ratio, and the errors of observables were not compared.

Halving the Taylor step reduced the error by only 2.4, not by 16. The omitted terms of e^(−ix) are bounded by |x|⁵/120, and errors add at most linearly over the steps. With the shorter step, all levels with |λ| ≤ 1.565 hartree together contribute at most 212 × 0.1477⁵/120 = 1.2×10⁻⁴. The rest of the 1.0×10⁻³ must come from higher levels, for which the step is still long. Fourth-order convergence sets in only when every component with appreciable weight has small |x|.

**Choosing the setting**

1. Estimate ρ for S⁻¹H̃ with the production basis, and again whenever the cutoff, grid or PAW data change. Start at or below 0.9 × 2√2/ρ, with room for the field and for an underestimated ρ.
2. Compute the norm loss and phase error for the occupied and relevant excited levels over the whole run. Shorten dt if either exceeds its budget.
3. Monitor S-norms and S-overlaps. Exponential growth points to a violated limit; a bounded rise and fall points to an inconsistent S⁻¹ or to an S that changes with time; steady loss within the limit is the expected damping.
4. Repeat a short run with half the step and compare the observable itself, since a small norm loss does not guarantee a small phase error.
5. Consider the implicit scheme when ρ is very large compared with the energies of interest, so that hρ can pass the break-even value while |ω|³h²T/12 stays acceptable, with ω counted from the chosen energy zero. The break-even value holds for S⁻¹ as the only preconditioner; with a kinetic preconditioner the implicit scheme can be cheaper at much smaller hρ, so measure the iteration count with the intended preconditioner. With S⁻¹ as the preconditioner, A is self-adjoint in the S-norm, so a three-term recurrence can minimize the residual without storing the Krylov vectors. A general solver such as GMRES stores and orthogonalizes them, a cost that the counts here omit.

The numerical output below gives the remaining digits.

Calculated quantities

```
grid points 300, spacing 0.4 bohr
centres (-1.2, 1.2) bohr
well depth 1.5 hartree, width 1.0 bohr
projector widths 0.25, 0.8 bohr
q per centre (-0.7, 0.4); D per centre (0.5, -0.3) hartree
smallest eigenvalue of S: 0.3005
lowest level of A: -1.56514 hartree
spectral radius of A: 13.4459 hartree
spectral radius of H alone: 12.4985 hartree
bound |H|/s_min: 41.592 hartree
limit 2sqrt2/rho: 0.210356 a.u. = 5.088 as
limit found by bisection: 0.210356 a.u.
false limit from H alone: 0.226301 a.u.
growth per step at false limit: 1.6537
smallest |R|: 0.500 at x = 2.4495
Taylor run step (0.9 limit): 0.189320 a.u.
ground-state x = e0*dt: -0.29631
ground norm^2 loss per step: 9.2975e-06
loss in 1000 steps, predicted: 9.254445e-03
loss in 1000 steps, measured: 9.254445e-03
overlap drift, random pair, half limit: 2.767e-03
centred-spectrum limit: 0.376846 a.u.
ground loss/step, half limit, original: 2.755e-07
ground loss/step, half limit, centred: 0.08333
driven: field 0.01 a.u., rho 13.4525 hartree
driven: norm^2 after 300 steps 0.37442
error ratio on halving dt, static: 15.989
error ratio on halving dt, driven: 4.000
Taylor phase error per step: 1.8442e-05 rad
CN phase error per step, h=0.1 a.u.: 3.1833e-04 rad
CN step for equal phase rate: 0.017740 a.u.
Taylor minimum cost: 19.015 applications per a.u. time
eps = 1e-08; one-sided break-even h*rho = 42.415
spectrum [0,1]rho, h*rho=42.42: m=60, bounds 59.5, 62
spectrum [0,1]rho, h*rho=200.00: m=128, bounds 130.0, 135
spectrum [-1,1]rho, h*rho=10.00: m=92, bounds 92.7, 97
model, random state, h=1 a.u.: m=37, upper bound 50
kick 0.1 per bohr; final time 20.0 a.u.
Taylor dt=0.18868 a.u.: error 2.465e-03, applications 424
Taylor dt=0.09434 a.u.: error 1.017e-03, applications 848
CN h=0.02 a.u.: error 2.899e-03, m=4, applications 5000
CN h=0.20 a.u.: error 2.500e-01, m=11, applications 1200
CN h=1.00 a.u.: error 1.393e+00, m=28, applications 580
```
